Josephson coupling through a blockaded dot holding one electron

Two superconducting leads, L and R, are coupled by weak tunnelling to a dot with one spin-degenerate level. The level energy ε is measured from the common chemical potential, and two electrons on the dot repel with energy U. The Hamiltonian is H = H_D + H_L + H_R + V, with

H_D = ε(n↑ + n↓) + U n↑n↓,

H_j = Σ_k [ξ_k(c†_{jk↑}c_{jk↑} + c†_{j,−k↓}c_{j,−k↓}) − Δ(e^{iφ_j} c†_{jk↑}c†_{j,−k↓} + h.c.)],

V = Σ_{jkσ} t_j (c†_{jkσ}d_σ + d†_σ c_{jkσ}).

Here j = L, R, the gap Δ is the same in both leads, and t_j is real, its phase being absorbed in φ_j. The normal density of states per spin, N_j, is constant over a wide band, and Γ_j = 2πN_j t_j².

The dot holds one electron. Removing it costs e0 = −ε > 0, and adding a second one costs e2 = ε + U > 0. Tunnelling is weak compared with e0, e2 and Δ, and k_BT ≪ Δ. The task is to find how the ground-state energy depends on φ = φ_L − φ_R, and what current follows.

**(a) Find the ground state of one lead pair (k↑, −k↓), the cost of breaking it, and its pair amplitude.**

Write a = c_{k↑} and b = c_{−k↓}. The pair Hamiltonian mixes |0⟩ with |2⟩ = a†b†|0⟩. In this basis the diagonal elements are 0 and 2ξ, and the off-diagonal element has size Δ, so the two energies are

ξ ± E, E = √(ξ² + Δ²).

A state with one electron is not touched by the pairing term and has energy ξ. Breaking the pair, that is, going from the ground state ξ − E to a one-electron state, therefore costs E.

The ground state is u|0⟩ + v e^{iφ}|2⟩ with u, v > 0. Differentiating its energy with respect to Δ gives

−Δ/E = −⟨e^{iφ}a†b† + h.c.⟩ = −2uv, so uv = Δ/(2E).

Since ba a†b†|0⟩ = |0⟩, the pair amplitudes are

⟨ba⟩ = uv e^{iφ}, ⟨ab⟩ = −uv e^{iφ},
⟨a†b†⟩ = uv e^{−iφ}, ⟨b†a†⟩ = −uv e^{−iφ}.

The order of the two operators decides the sign, and this will matter below.

**(b) Which terms of perturbation theory depend on φ at the lowest order?**

The total S_z is conserved, so the state |↑⟩ with both leads in their ground states, called |g⟩, is not mixed with its partner |↓⟩. Non-degenerate theory applies, and spin symmetry gives the partner the same energy.

Let Q project onto all states other than |g⟩, let E_g be the unperturbed energy and δE its shift. With ⟨g|ψ⟩ = 1, the Schrödinger equation gives

δE = ⟨g|V|ψ⟩, Q|ψ⟩ = Q (E_g + δE − H₀)⁻¹ V|ψ⟩.

Each hop changes the dot charge by one, so odd orders vanish. If D is the cost of an intermediate state, iteration gives

δE = −Σ |V|²/(D − δE) − Σ VVVV/(D₁D₂D₃) + …

Expanding the first term in δE gives the second-order energy E₂ = −Σ|V|²/D and a fourth-order correction −E₂ Σ|V|²/D².

A phase enters through ⟨cc⟩ or ⟨c†c†⟩ of a lead. The first goes with two electrons entering the dot, the second with two leaving it. With two hops in all, neither restores the dot charge, so E₂ and the correction built from it carry no phase.

With four hops, two electrons may enter from one lead and two leave into the other. If both pairs belong to the same lead, the phases cancel. The phase-dependent energy is therefore

E(φ) = −2 Re Σ_{kq} Σ_paths t_L²t_R² M/(D₁D₂D₃),

where M is the matrix element for transfer from L to R, and the reverse transfer supplies the complex conjugate. The label k runs over pairs in L and q over pairs in R. Both electrons must come from the same pair k, and both must end in the same pair q, or the leads would not return to their ground states.

**(c) Find the number of allowed paths and the sign of M, for an occupied and for an empty level.**

Let l_σ be the operators of pair k in L and r_σ those of pair q in R. The four hops are

A_σ = d†_σ l_σ (L to dot), B_σ = r†_σ d_σ (dot to R).

Hops of different spin share no operator. Each hop is a product of two fermion operators, so hops of different spin commute. What matters is the order of A and B for the same spin. Operators act from right to left.

If spin σ is present at the start, its electron must leave before another can enter. Moving d_σ to the left past two lead operators gives

A_σB_σ = d†_σ l_σ r†_σ d_σ = n_σ l_σr†_σ → + l_σr†_σ.

If spin σ is absent, an electron must enter first:

B_σA_σ = r†_σ d_σ d†_σ l_σ = (1 − n_σ) r†_σ l_σ → − l_σr†_σ.

The relative minus sign is the fermion exchange between an electron that passes through the dot and one that replaces a resident.

For the level holding ↑, one factor of each kind appears:

M = −⟨l↑r†↑ l↓r†↓⟩ = +⟨l↑l↓⟩⟨r†↑r†↓⟩ = −u_kv_k u_qv_q e^{iφ}.

The second equality exchanges r†↑ and l↓. The third uses ⟨ab⟩ and ⟨a†b†⟩ from part (a).

For the empty level both factors are of the second kind. The two minus signs cancel, and

M = +⟨l↑r†↑ l↓r†↓⟩ = +u_kv_k u_qv_q e^{iφ}.

In both cases the four hops have 4! = 24 orders. One order of A and B is fixed for each spin, which leaves 24/(2·2) = 6 paths. All six have the same M, because they differ only by exchanges of commuting hops. Multiplying out the operator matrices for all 24 orders gives the same count and the same two signs.

**(d) Take U → ∞. Find E(φ) for the occupied level and compare it with an empty level at the same distance from the chemical potential.**

Double occupation is now forbidden. Starting from ↑, the first hop must be B↑. If A↑ followed, the dot would hold ↑ again, and the remaining A↓ would be blocked. The only path is, in order of time,

B↑, A↓, B↓, A↑.

The resident electron leaves for R, a ↓ electron from L passes through, and the ↑ electron from L then fills the vacancy. Write E for the pair energy E_k in L and E′ for E_q in R. The successive costs are

D₁ = e0 + E′ (dot empty, R pair broken),
D₂ = E + E′ (dot singly occupied, both pairs broken),
D₃ = e0 + E (dot empty, L pair broken).

The minus sign of M cancels the minus sign in front of the fourth-order sum:

E(φ) = +2 cos φ Σ_{kq} t_L²t_R² u_kv_k u_qv_q / [(e0+E)(e0+E′)(E+E′)].

Every factor in the sum is positive, so the minimum lies at φ = π. This is a π junction.

For the empty level let ε = e0 > 0 be the cost of adding an electron. Two paths avoid double occupation: A↓, B↓, A↑, B↑ and the same with the spins exchanged. Their costs are e0+E, E+E′ and e0+E′, with the same product as before. With M positive,

E_empty(φ) = −4 cos φ Σ_{kq} t_L²t_R² u_kv_k u_qv_q / [(e0+E)(e0+E′)(E+E′)].

This is an ordinary junction with its minimum at φ = 0. The occupied level has the opposite sign and half the size: either spin may cross an empty dot first, while the resident spin fixes the sequence in an occupied one. Blockade alone thus does not reverse the coupling, since the empty dot is blockaded too. In this one-level model the reversal needs the single resident electron.

**(e) Keep U finite and turn the sums into integrals.**

The six paths share D₂ = E + E′, because after two hops the dot is always singly occupied and each lead has one broken pair. The outer costs are:

1. B↑ A↓ B↓ A↑: e0+E′ and e0+E.
2. B↑ A↓ A↑ B↓: e0+E′ and e2+E′.
3. B↑ A↑ A↓ B↓: e0+E′ and e2+E′.
4. A↓ B↑ B↓ A↑: e2+E and e0+E.
5. A↓ B↓ B↑ A↑: e2+E and e0+E.
6. A↓ B↑ A↑ B↓: e2+E and e2+E′.

In path 2, for example, the third hop completes the return of the L pair to its ground state and leaves the dot doubly occupied, with the R pair still broken. The sum of the inverse products is

S(E,E′) = {1/[(e0+E)(e0+E′)] + 2/[(e0+E′)(e2+E′)] + 2/[(e0+E)(e2+E)] + 1/[(e2+E)(e2+E′)]}/(E+E′).

Replace Σ_k by N_L∫dξ and Σ_q by N_R∫dξ′, with t_j²N_j = Γ_j/(2π) and uv = Δ/(2E):

E(φ) = E_π cos φ,

E_π = 2 (Γ_L/2π)(Γ_R/2π) ∫∫ dξ dξ′ [Δ²/(4EE′)] S(E,E′).

The substitution ξ = Δ sinh x gives E = Δ cosh x and dξ/E = dx, and likewise for ξ′ with y. Hence

E_π = [Γ_LΓ_RΔ²/(8π²)] ∫∫ dx dy S(Δcosh x, Δcosh y),

with both integrals from −∞ to ∞. All terms of S are positive, so the π sign holds at this order for every e0, e2 > 0.

This result was compared with exact diagonalization of the dot and two pair orbitals per lead, at ξ = −0.7Δ and 1.3Δ, extrapolated to weak tunnelling. For (ε, U) = (−2, 5), (−1, 6) and (−2, 1000) in units of Δ, the diagonalized coupling divided by the corresponding discrete sum is 1.00001, 1.00000 and 1.00000.

**(f) Find the limits of a small and of a large gap.**

For Δ ≪ e0, e2, drop the pair energies beside e0 and e2:

S → (1/e0² + 4/(e0e2) + 1/e2²)/(E+E′).

The remaining integral is (1/Δ)∫∫dx dy/(cosh x + cosh y). Set x = p + q and y = p − q. The area element is 2 dp dq, and cosh x + cosh y = 2 cosh p cosh q, so the double integral becomes

(∫dp/cosh p)² = π²,

because ∫dp/cosh p = [2 arctan e^p] = π over the whole line. Therefore

E_π → (Γ_LΓ_RΔ/8)(1/e0² + 4/(e0e2) + 1/e2²).

Dropping positive energies from denominators can only raise S. At finite Δ this expression is thus an upper bound on the fourth-order E_π.

For Δ ≫ e0, e2, every denominator is of order Δ, S scales as 1/Δ³, and E_π scales as Γ_LΓ_R/Δ. The coupling then falls as the gap grows, because each intermediate state contains a broken pair. At fixed e0 and e2 the coupling is therefore proportional to Δ at small gap and to 1/Δ at large gap.

**(g) Find the supercurrent, including its direction.**

Write c_{Lkσ} = e^{iφ_L/2} c̃_{Lkσ}. This removes φ_L from the pairing term and puts it into the tunnelling term:

V_L = t_L Σ (e^{−iφ_L/2} c̃†d + e^{iφ_L/2} d†c̃).

Differentiating the energy with respect to φ_L, at fixed c̃, gives

∂E/∂φ = (i t_L/2) Σ⟨d†c − c†d⟩.

The rate at which tunnelling changes the electron number of L follows from [d†c, N_L] = d†c and [c†d, N_L] = −c†d:

dN_L/dt = (i/ħ)⟨[V, N_L]⟩ = (i t_L/ħ) Σ⟨d†c − c†d⟩ = (2/ħ) ∂E/∂φ.

Electrons carry charge −e, with e > 0. Electrons entering L therefore mean a conventional current from L to R:

I = e dN_L/dt = (2e/ħ) ∂E/∂φ = −(2eE_π/ħ) sin φ.

An ordinary junction, with E = −E_J cos φ, has I = +(2eE_J/ħ) sin φ. The current of the one-electron dot is reversed at the same phase difference.

**(h) Evaluate the coupling for a semiconductor-nanowire dot with aluminium contacts, and judge the neglected effects.**

Take the rough values Δ = 0.18 meV, U = 3 meV, ε = −1 meV, Γ_L = Γ_R = 0.10 meV and T = 30 mK. Then e0 = 1 meV and e2 = −1 + 3 = 2 meV. The small-gap expression gives

(0.10 × 0.10 × 0.18/8)(1 + 2 + 0.25) meV = 0.73 μeV.

The full integral gives E_π = 0.36 μeV, or 5.7 × 10⁻²⁶ J. The simple limit is too large by a factor of 2.0, although Δ is well below e0: the pair energies in the denominators are not negligible. The critical current is

I_c = 2eE_π/ħ = 2 × (1.602 × 10⁻¹⁹ C) × (5.75 × 10⁻²⁶ J)/(1.055 × 10⁻³⁴ J s) ≈ 0.17 nA.

With e0 held at 1 meV, the infinite-U formula gives 0.093 μeV, about a quarter of the finite-U value. The other five paths supply the rest. A charging energy far above Γ and Δ makes the dot strongly blockaded, but it does not justify U → ∞ here; that would require e2 ≫ e0 as well. The ratio −1/2 of part (d) belongs to that limit.

Here Γ_L + Γ_R = 0.20 meV is slightly larger than Δ, so tunnelling is not weak compared with the gap, as the derivation assumed, and the higher orders need checking. They can be sized by replacing each lead with three pair orbitals and diagonalizing. The coupling rises from 0.326 μeV in fourth order to 0.341 μeV, or by 5%; with six or eight orbitals per lead the rise is about 6%. The discrete fourth-order value is itself 9% below the continuum result, so this calculation sizes the correction and does not replace E_π. In the same model the lowest state with an even number of electrons lies 0.148 meV above the doublet at φ = 0 and 0.161 meV above it at φ = π. These margins depend on where the lead orbitals are placed: grids of two to eight orbitals with none at the gap edge give 0.18 to 0.23 meV, while with continuous leads the margin cannot much exceed Δ. The margin is positive on every grid, so the assumed ground state is the right one here. If stronger tunnelling brought an even state below the doublet, the expansion would start from the wrong state and its sign could not be relied on.

The parameters are of the size met in such nanowire devices, but a real dot has more than one orbital. Adding a second one 1.5 meV higher, with equally strong tunnelling, the same charging energy for every electron pair, and two pair orbitals per lead, multiplies the coupling by 1.15 or 0.74. The first factor holds if the product of the left and right tunnelling amplitudes has the same sign for both orbitals, the second if the signs are opposite. These factors are not converged in the number of lead orbitals: three per lead give 1.20 and 0.73, four give 1.24 and 0.73, and six raise the first factor further, to 1.28. In fourth order, with continuous leads, the factors are 1.15 and 0.68. The junction remains a π junction in all these cases, but E_π is uncertain by a quarter or more from this cause. A more strongly coupled second orbital can even reverse the sign. If its tunnelling amplitudes are twice those of the first and the two products have opposite signs, the fourth-order coupling is −1.4 times the one-orbital value, which means an ordinary junction. The π sign found here therefore belongs to a dot dominated by one orbital, not to every dot that holds one electron.

At 30 mK the thermal energy is 2.6 μeV. The gap is 70 times larger, so thermal pair breaking is negligible in this model. The coupling E_π, however, is only 0.14 of the thermal energy. If it were the only energy acting on φ, thermal motion would spread the phase widely and the minimum at π would hardly show. The phase can be held by a loop containing a second junction, provided that junction's coupling is much larger than k_BT and the loop inductance is small enough for the applied flux to set φ. The reversed sign of I(φ) is then the quantity to look for.

The numerical output lists the main values used here with further digits.

Calculated quantities

```
Allowed hop orders, occupied level, finite U: 6
Allowed hop orders, occupied level, infinite U: 1
Allowed hop orders, empty level, infinite U: 2
Matrix element / (uv)^2, occupied: -1.000
Matrix element / (uv)^2, empty: 1.000
Diagonalization / formula, occupied, three cases: 1.00001, 1.00000, 1.00000
Diagonalization / formula, empty: 1.00000
Occupied / empty coupling at U = 1000 gaps: -0.5040
Cosine test at phi = 0.9 rad: 0.62161, cos = 0.62161
dN_L/dt over 2 dE/dphi (hbar = 1): 1.000000
Large-energy limit, integral / formula: 0.99951
Gap: 0.18 meV
Charging energy U: 3.00 meV
Level energy: -1.00 meV
Removal cost e0: 1.00 meV
Addition cost e2: 2.00 meV
Gamma_L, Gamma_R: 0.10, 0.10 meV
E_pi, finite U: 0.3587 micro-eV
E_pi, finite U: 5.747e-26 J
E_pi, infinite U, same e0: 0.0930 micro-eV
Empty level, infinite U, same distance: -0.1860 micro-eV
E_pi, large-energy estimate: 0.7313 micro-eV
Large-energy estimate / full integral: 2.039
Level sum / integral: 0.99773
Critical current, finite U: 174.62 pA
Critical current, infinite U: 45.27 pA
Three-site leads, fourth order: 0.3259 micro-eV
Three-site leads, all orders: 0.3413 micro-eV
All orders / fourth order: 1.047
Same ratio with Gamma 50 times smaller: 1.0010
Even state above doublet, phi = 0: 0.1480 meV
Even state above doublet, phi = pi: 0.1609 meV
Second orbital spacing: 1.50 meV
Coupling factor from second orbital, equal signs: 1.154
Coupling factor from second orbital, opposite signs: 0.742
Temperature: 30 mK
Thermal energy: 2.585 micro-eV
Gap / thermal energy: 69.6
E_pi / thermal energy: 0.139
```
